\section*{Successive {101} twins in white tin and their angular misfit}

\section*{Problem}

White tin, the main phase of tin-rich solder, is body-centred tetragonal with point group $4/mmm$. Take $r=c/a=0.546$. A $\{101\}$ twin has the orientation of the parent's mirror image in a $\{101\}$ plane. Let $x,y,z$ lie along the parent's $[100]$, $[010]$ and $[001]$. The $c$ axis is treated as a line without a head, since $c$ and $-c$ are equivalent directions.

\begin{enumerate}
\item Show that a $(101)$ twin tilts the $c$ axis by $2\arctan(c/a)$, about $57^\circ$, and that the twin is equivalent to the parent rotated by this angle about $[010]$.
\item Three twins form in succession. All their twin planes contain the same $[010]$ direction, and each new twin forms on the $\{101\}$ plane of this zone that it does not share with its predecessor. Show that the three rotations miss $180^\circ$ by about $8^\circ$, and find the misorientation between the third twin and the parent. What happens if the rule for choosing planes is broken?
\item Which $c/a$ would remove the misfit, and how sensitive is the misfit to $c/a$? What gap is left by six wedge-shaped crystals bounded by successive twin planes?
\item Repeat the three-step calculation for $\{301\}$ twins.
\item In a solder joint the parent $c$ axis stands along the board normal. Use the rough values $a=0.58$ nm, thermal expansion $e_a=16$ and $e_c=32$ ppm/K along $a$ and $c$, stiffness 50 GPa and flow stress 30 MPa. Find the free expansion of each crystal along the board normal. Find the dislocation spacing if the third twin meets the parent in a symmetric tilt boundary with Burgers vector $[001]$. Estimate how heating from 298 to 398 K and elastic strain alter the misfit.
\end{enumerate}

\section*{Solution}

\subsection*{1. One twin}

A direction $[uvw]$ lies in the plane $(hkl)$ when $hu+kv+lw=0$. The plane $(101)$ therefore contains $[010]$ and $[10\bar1]$, which in Cartesian form are $(0,a,0)$ and $(a,0,-c)$. Its unit normal is perpendicular to both:
\begin{equation}
\mathbf n=\frac{(c,0,a)}{\sqrt{a^2+c^2}}=(\sin\alpha,0,\cos\alpha),
\qquad \tan\alpha=\frac ca=r .
\end{equation}
Reflection in the plane is $M=1-2\mathbf n\mathbf n^{T}$. Acting on the unit vector along $c$, it gives
\begin{align}
M\hat{\mathbf z}&=\hat{\mathbf z}-2\cos\alpha\,\mathbf n
=(-2\sin\alpha\cos\alpha,\,0,\,1-2\cos^2\alpha)\nonumber\\
&=-(\sin2\alpha,\,0,\,\cos2\alpha).
\end{align}
The arrow turns by $180^\circ-2\alpha=122.73^\circ$. Reversing its head gives the same crystal axis, now at the acute angle $2\alpha$ from $z$. With $\alpha=\arctan0.546=28.63^\circ$, the tilt is $57.27^\circ$. Here and below, angles are rounded only after evaluation.

To obtain the whole orientation, describe a crystal by the matrix $D$ that carries the parent into it. If $S$ is a point-group operation, $D$ and $DS$ describe the same orientation. In white tin some of these operations must be combined with a translation to restore the atoms, but a translation does not change an orientation. Inversion is a point-group operation, so $M$ may be replaced by
\begin{equation}
H=-M=2\mathbf n\mathbf n^T-1=
\begin{pmatrix}-\cos2\alpha&0&\sin2\alpha\\0&-1&0\\ \sin2\alpha&0&\cos2\alpha\end{pmatrix},
\end{equation}
which is a half-turn about $\mathbf n$. Let $R(\theta)$ be the rotation about $y$ that carries $z$ towards $x$, and let $C$ be the half-turn about $c$:
\begin{equation}
R(\theta)=\begin{pmatrix}\cos\theta&0&\sin\theta\\0&1&0\\-\sin\theta&0&\cos\theta\end{pmatrix},
\qquad C=\mathrm{diag}(-1,-1,1).
\end{equation}
Multiplication by $C$ on the right reverses the first two columns of $R$, so
\begin{equation}
H=R(2\alpha)\,C .
\end{equation}
Since $C$ is a crystal symmetry, the twin is equivalent to the parent turned by $2\alpha$ about $[010]$.

The limit $r=1$ checks the geometry. The tilt becomes $90^\circ$, which carries a cubic lattice into itself. A cubic lattice indeed has $(101)$ as a mirror plane, so reflection creates no new lattice orientation. For $r>1$ the acute tilt would be $180^\circ-2\alpha$ instead.

\subsection*{2. Three successive twins}

Suppose a crystal has orientation $D$ and twins on its own plane with normal $\mathbf p$. In the fixed frame this normal is $D\mathbf p$, and the half-turn about it is $DH_{\mathbf p}D^T$. The new orientation is
\begin{equation}
(DH_{\mathbf p}D^T)D=DH_{\mathbf p}.
\end{equation}
Each further twin therefore adds a factor on the right.

The first twin is $D_1=H$. Its own $(101)$ normal is $H\mathbf n=\mathbf n$, so this is the plane shared with the parent. The other plane of the zone is $(\bar101)$, with normal $\mathbf n'=(-\sin\alpha,0,\cos\alpha)$. Replacing $\alpha$ by $-\alpha$ gives its half-turn, $H'=R(-2\alpha)C$. Hence $D_2=HH'$. By the same argument, the second twin shares its $(\bar101)$ plane with the first, so the next factor is $H$ and $D_3=HH'H$.

The half-turn $C$ reverses the rotation axis $y$, so $CR(\theta)C=R(-\theta)$. Also $C^2=1$. Therefore
\begin{align}
D_2&=R(2\alpha)\,C\,R(-2\alpha)\,C=R(2\alpha)R(2\alpha)=R(4\alpha),\\
D_3&=R(4\alpha)\,R(2\alpha)\,C=R(6\alpha)\,C .
\end{align}
The rotations add in one sense. Their sum and its misfit from a half-turn are
\begin{equation}
6\alpha=171.81^\circ,\qquad
\delta=180^\circ-6\alpha=8.19^\circ .
\end{equation}
A half-turn about $[010]$ is also a crystal symmetry. Writing $R(6\alpha)=R(-\delta)R(180^\circ)$ and dropping the symmetry operations leaves $R(-\delta)$. The third twin thus differs from the parent by a rotation of only $8.19^\circ$.

The rule for choosing planes matters. A second twin on the shared plane gives $HH=1$, which restores the parent. A second twin on $(011)$, with half-turn $K$, changes the zone. Its $c$ axis is
\begin{equation}
HK\hat{\mathbf z}=H(0,\sin2\alpha,\cos2\alpha)^T,
\end{equation}
whose $y$ component is $-\sin2\alpha\neq0$. The axis has left the $xz$ plane, and the tilts no longer add as plane angles.

With four choices of plane at each step there are 64 three-twin sequences. A numerical search through all of them, allowing for crystal symmetry, gives a smallest misorientation from the parent of $8.19^\circ$, reached by four sequences. These are the sequences treated here: the first plane can be any of four, and the rule then fixes the other two. The next smallest value is $50.17^\circ$.

\subsection*{3. Closure, sensitivity and wedges}

The misfit vanishes when $6\alpha=180^\circ$, that is, when
\begin{equation}
\frac ca=\tan30^\circ=\frac1{\sqrt3}=0.57735 .
\end{equation}
In radians $\delta=\pi-6\arctan r$, and differentiation gives
\begin{equation}
\frac{d\delta}{dr}=-\frac6{1+r^2}.
\end{equation}
At $r=0.546$ this is $-0.265^\circ$ for each increase of 0.001 in $c/a$. An uncertainty of 0.0005 from rounding $c/a$ shifts the misfit by $0.13^\circ$, so its first digit is secure but its second decimal describes the chosen input rather than a particular piece of tin. The measured room-temperature ratio, near 0.5456, gives $8.3^\circ$.

The first twin-plane normal makes an angle $\alpha$ with $z$. The second is $H\mathbf n'$: a half-turn about the line at $\alpha$ carries the line at $-\alpha$ to $3\alpha$. The third is $R(4\alpha)\mathbf n$, at $5\alpha$. Successive planes therefore meet at $2\alpha$. If each crystal fills the acute wedge between its two planes, six wedges around a common line leave
\begin{equation}
360^\circ-12\alpha=2\delta=16.39^\circ .
\end{equation}
Six perfect, unstrained wedges cannot fill the space around the line. Additional material, strain or a boundary of another kind must take up the gap.

\subsection*{4. The $\{301\}$ case}

The plane $(301)$ contains $[010]$ and $[10\bar3]$. Its normal is proportional to $(3c,0,a)$ and makes an angle $\beta$ with $c$, where $\tan\beta=3r$. The algebra above holds with $\alpha$ replaced by $\beta$. Now $2\beta$ exceeds $90^\circ$, so the acute tilt of the $c$ line is
\begin{equation}
180^\circ-2\arctan(3r)=62.81^\circ ,
\end{equation}
in the opposite sense. Three such tilts add to $188.42^\circ$ and overshoot a half-turn by $8.42^\circ$. Both families give tilts near $60^\circ$, but they lie on opposite sides of it.

\subsection*{5. The solder joint}

Consider a line of unit length at angle $\phi$ to the $c$ axis. Its components are $\cos\phi$ along $c$ and $\sin\phi$ along $a$. After a small temperature rise $\Delta T$ its length is
\begin{align}
L&=\left[\cos^2\phi\,(1+e_c\Delta T)^2+\sin^2\phi\,(1+e_a\Delta T)^2\right]^{1/2}\nonumber\\
&\simeq1+\left(e_c\cos^2\phi+e_a\sin^2\phi\right)\Delta T ,
\end{align}
to first order in $\Delta T$. The expansion coefficient along the line is therefore
\begin{equation}
e(\phi)=e_a+(e_c-e_a)\cos^2\phi .
\end{equation}
For the first twin this is $16+16\cos^2 57.27^\circ=20.7$ ppm/K. The four crystals give:

\begin{center}
\begin{tabular}{lcc}
crystal & turn of $c$ (deg) & expansion (ppm/K)\\
parent & 0.00 & 32.0\\
twin 1 & 57.27 & 20.7\\
twin 2 & 114.54 & 18.8\\
twin 3 & 171.81 & 31.7
\end{tabular}
\end{center}

The third twin nearly repeats the parent's expansion because it nearly repeats its orientation. These are free expansions; a joint held by its board and its neighbours develops stress as well.

In the fan of wedges of section 3 the parent and the third twin lie on opposite sides of the common line and touch only along it. A boundary between them, here close to $(001)$ in both crystals, forms only where the grains have grown into other shapes. For such a boundary, let $\mathbf t$ be the unit vector midway between their nearly parallel $a$ axes. Per unit boundary length, the two lattices fail to match by
\begin{equation}
\left|R(\delta/2)\mathbf t-R(-\delta/2)\mathbf t\right|=2\sin(\delta/2).
\end{equation}
One dislocation supplies a displacement $c=0.546\times0.58=0.317$ nm, so the spacing is
\begin{equation}
d=\frac{c}{2\sin(\delta/2)}
=\frac{0.317\ \mathrm{nm}}{2\sin4.10^\circ}\simeq2.2\ \mathrm{nm}.
\end{equation}
This is about seven times $c$, so a description by separate dislocations is reasonable. It gives their density, not the boundary energy.

Heating by 100 K changes the axial ratio to
\begin{equation}
r_{\rm hot}=0.546\,\frac{1+32\times10^{-6}\times100}{1+16\times10^{-6}\times100}=0.54687,
\end{equation}
which lowers the misfit by $0.23^\circ$ to $7.96^\circ$. The elastic strain at the flow stress is about $30\ \mathrm{MPa}/50\ \mathrm{GPa}=0.060\%$. A relative change of $c/a$ of this size would shift the misfit by $0.09^\circ$. This is an estimate and not a bound. The change of $c/a$ is the difference of the strains along $c$ and $a$, so Poisson contraction adds to it, and tin is soft along $[100]$ (Young's modulus near 23 GPa, against about 69 GPa along $[001]$). A stress of 30 MPa along $[100]$ changes $c/a$ by about $0.14\%$ and the misfit by about $0.2^\circ$. Closing the misfit by a uniform change of $c/a$ would need $0.57735/0.546-1=5.74\%$, about 96 times the $0.060\%$ estimate and still about 40 times the $[100]$ value. At this flow stress, which applies to grains of bulk size, elastic strain cannot close the misfit before the tin flows. The estimate says nothing about nanometre-sized twinned nuclei, which can carry much larger elastic strains.

Tin-rich solder joints can contain a few large grains related by rotations near $60^\circ$ about a common $\langle100\rangle$ axis, the type of relation derived here. The material values above are rough: the stiffness of tin depends strongly on direction, and its flow stress on temperature and strain rate. Real joints depart from the model's fixed, unstrained lattice. The estimates above put the heating and elastic corrections at a few tenths of a degree or less. Plastic flow can also rotate parts of a grain, and such a rotation of the third twin about $[010]$ adds to its signed angle from the parent. A small rotation therefore raises or lowers the measured misorientation, which has no sign, according to its sense. A rotation that opposes the misfit brings the misorientation to zero at $8.19^\circ$ and raises it again beyond that. The model does not predict how large such plastic rotations are. The remaining numerical values are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
c/a (input): 0.546
alpha, angle of (101) normal to c: 28.63 deg
c-axis tilt of one {101} twin: 57.27 deg
turn of the c arrow under reflection: 122.73 deg
sum of three tilts: 171.81 deg
miss from 180 degrees: 8.19 deg
wedge between successive twin planes: 57.27 deg
gap left by six wedges: 16.39 deg
point symmetries confirmed on atomic cell: 16
three-twin sequences searched: 64
smallest misorientation from parent: 8.19 deg
sequences reaching it: 4
next smallest misorientation: 50.17 deg
c/a for exact closure: 0.57735
change of miss per 0.001 in c/a: -0.265 deg
{301} twin, c-axis tilt: 62.81 deg
{301} twins, sum of three tilts: 188.42 deg
{301} twins, overshoot of 180: 8.42 deg
rough a (input): 0.58 nm
c from a and c/a: 0.317 nm
rough expansion along a (input): 16 ppm/K
rough expansion along c (input): 32 ppm/K
parent: c turned 0.00 deg, expansion 32.0 ppm/K
twin 1: c turned 57.27 deg, expansion 20.7 ppm/K
twin 2: c turned 114.54 deg, expansion 18.8 ppm/K
twin 3: c turned 171.81 deg, expansion 31.7 ppm/K
dislocation spacing, twin 3 to parent: 2.22 nm
temperatures (input): 298 K and 398 K
c/a after heating: 0.54687
miss after heating: 7.96 deg
change of miss on heating: -0.23 deg
rough stiffness (input): 50 GPa
rough flow stress (input): 30 MPa
elastic strain at flow stress: 0.060 percent
shift of miss by that strain in c/a: 0.09 deg
shift of miss by rounding c/a (0.0005): 0.13 deg
strain in c/a for closure: 5.74 percent
closure strain / elastic strain: 96
\end{verbatim}
